# Following and Global Minimization of an Exchange-Biased Macrospin Loop: a program that tests the result

```python
"""
Exchange-biased macrospin: followed local minima against global minimization.

Energy per area  E = K t sin^2(phi) - J cos(phi) - M t B cos(phi - theta)
  phi    magnetization angle from the easy axis, which is also the bias axis
  theta  angle of the applied field B = mu0 H from that axis
  M, t, K, J   magnetization, thickness, anisotropy, interface coupling
Result under test, with B_K = 2K/M and B_b = J/(M t):
  theta = 0: the followed minimum jumps at -B_b - B_K and -B_b + B_K,
             the global minimum jumps once, at -B_b.
  theta > 0: followed jumps lie on a shifted astroid, the global jump lies at
             -B_b/cos(theta), and the two loop centres differ.
The shift survives global minimization only if the antiferromagnet is frozen.
"""
import math
import numpy as np
from scipy.constants import mu_0, k as k_B
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize
from scipy.special import j1

M, t, K, J = 1.4e6, 4e-9, 14e3, 0.2e-3
B_K, B_b = 2 * K / M, J / (M * t)
B_MAX = 0.1
mT = 1e3


def energy(phi, B, theta):
    return (K * t * np.sin(phi)**2 - J * np.cos(phi)
            - M * t * B * np.cos(phi - theta))


def slope(phi, B, theta):
    return (K * t * math.sin(2 * phi) + J * math.sin(phi)
            + M * t * B * math.sin(phi - theta))


def curvature(phi, B, theta):
    return (2 * K * t * math.cos(2 * phi) + J * math.cos(phi)
            + M * t * B * math.cos(phi - theta))


def relax(phi, B, theta, cap=0.02):
    """Return the minimum reached downhill and whether stability was lost."""
    lost = False
    # Near a fold the curvature is tiny and magnifies rounding of the slope,
    # so a slope at rounding level also counts as converged.
    rounding = 2e-15 * (K * t + J + M * t * abs(B))
    for _ in range(5000):
        g, c = slope(phi, B, theta), curvature(phi, B, theta)
        if c <= 0:
            lost = True
            phi += -cap if g > 0 else cap
        else:
            step = -g / c
            if abs(step) < 1e-12 or abs(g) < rounding:
                return phi, lost
            phi += max(-cap, min(cap, step))
    raise RuntimeError("relaxation did not converge")


def refine(phi, B_stable, B_unstable, theta):
    """Bisect for the field at which the followed minimum disappears."""
    for _ in range(25):
        B_mid = 0.5 * (B_stable + B_unstable)
        trial, lost = relax(phi, B_mid, theta)
        if lost:
            B_unstable = B_mid
        else:
            B_stable, phi = B_mid, trial
    return 0.5 * (B_stable + B_unstable)


def sweep(fields, theta):
    """Follow one branch; each jump is (field, energy drop, m before, m after)."""
    start = theta if fields[0] > 0 else theta + math.pi
    phi, _ = relax(start, fields[0], theta)
    m, jumps = [math.cos(phi - theta)], []
    for B_old, B in zip(fields[:-1], fields[1:]):
        new, lost = relax(phi, B, theta)
        m_new = math.cos(new - theta)
        if lost:
            drop = energy(phi, B, theta) - energy(new, B, theta)
            jumps.append((refine(phi, B_old, B, theta), drop, m[-1], m_new))
        phi = new
        m.append(m_new)
    return np.array(m), jumps


def global_minimum(B, theta):
    """Relax every local minimum seen on a grid and keep the lowest."""
    grid = np.linspace(-math.pi, math.pi, 720, endpoint=False) + 0.001
    e = energy(grid, B, theta)
    seeds = grid[(e <= np.roll(e, 1)) & (e < np.roll(e, -1))]
    found = [relax(float(s), B, theta)[0] for s in seeds]
    return min(found, key=lambda p: energy(p, B, theta))


def global_jump(theta):
    low, high = -B_MAX, 0.9 * B_MAX
    for _ in range(40):
        mid = 0.5 * (low + high)
        if math.cos(global_minimum(mid, theta)) > 0:
            high = mid
        else:
            low = mid
    return 0.5 * (low + high)


# Derivatives against finite differences of the energy
for phi, B, th in ((0.4, -0.03, 0.2), (2.1, 0.05, 0.6)):
    h = 1e-4
    e_m, e_0, e_p = (energy(phi + d, B, th) for d in (-h, 0, h))
    assert abs((e_p - e_m) / (2 * h) - slope(phi, B, th)) < 1e-6 * K * t
    assert abs((e_p - 2 * e_0 + e_m) / h**2 - curvature(phi, B, th)) < 1e-5 * K * t

print("INPUTS (rough)")
print(f"M = {M/1e6:.2f} MA/m, t = {t*1e9:.1f} nm")
print(f"K = {K/1e3:.1f} kJ/m^3, J = {J*1e3:.2f} mJ/m^2")
print(f"anisotropy field B_K = {B_K*mT:.3f} mT")
print(f"bias field B_b = {B_b*mT:.3f} mT")

# Followed and global loops, collinear and tilted
up = np.linspace(-B_MAX, B_MAX, 10001)
down = up[::-1]
results = {}
for degrees in (0, 20):
    th = math.radians(degrees)
    m_down, j_down = sweep(down, th)
    m_up, j_up = sweep(up, th)
    assert len(j_down) == 1 and len(j_up) == 1
    B1, B2, Bg = j_down[0][0], j_up[0][0], global_jump(th)

    def astroid(B):
        return (abs(B * math.cos(th) + B_b)**(2 / 3)
                + abs(B * math.sin(th))**(2 / 3) - B_K**(2 / 3))

    B_inside = -B_b / math.cos(th)
    assert abs(B1 - brentq(astroid, -0.08, B_inside, xtol=1e-14)) < 1e-9
    assert abs(B2 - brentq(astroid, B_inside, 0.0, xtol=1e-14)) < 1e-9
    assert abs(Bg - B_inside) < 1e-9
    # the magnetization along the field changes sign at each jump
    assert j_down[0][2] > 0 > j_down[0][3] and j_up[0][2] < 0 < j_up[0][3]
    area = M * t * (trapezoid(m_down[::-1], up) - trapezoid(m_up, up))
    drops = j_down[0][1] + j_up[0][1]
    # a jump is located only to half a field step in the quadrature
    assert abs(area / drops - 1) < 0.01
    centre, half = 0.5 * (B1 + B2), 0.5 * (B2 - B1)
    results[degrees] = (B1, B2, centre, half, Bg, area)
    print(f"LOOP, field at {degrees} deg")
    print(f"followed jumps: {B1*mT:.3f} mT (down), {B2*mT:.3f} mT (up)")
    print(f"followed centre {centre*mT:.3f} mT, coercivity {half*mT:.3f} mT")
    print(f"global jump {Bg*mT:.3f} mT, coercivity 0 by single-valuedness")
    print(f"m at down jump: {j_down[0][2]:.3f} -> {j_down[0][3]:.3f}")
    print(f"m at up jump: {j_up[0][2]:.3f} -> {j_up[0][3]:.3f}")
    print(f"loop area {area*1e3:.4f} mJ/m^2, energy drops {drops*1e3:.4f} mJ/m^2")

B1, B2, centre, half, Bg, area = results[0]
assert abs(centre + B_b) < 1e-9 and abs(half - B_K) < 1e-9
assert abs(centre - Bg) < 1e-9 and abs(area / (8 * K * t) - 1) < 0.01
print(f"collinear shift {centre/mu_0/1e3:.2f} kA/m, "
      f"coercivity {half/mu_0/1e3:.2f} kA/m")
tilt_gap = results[20][2] - results[20][4]
assert abs(tilt_gap) > 1e-4
print(f"20 deg: followed centre minus global jump = {tilt_gap*mT:.3f} mT")

# A solver that tests only the gradient stays on the unstable state
stuck = minimize(lambda p: energy(p[0], -B_MAX, 0.0) / (K * t), [0.0],
                 jac=lambda p: np.array([slope(p[0], -B_MAX, 0.0) / (K * t)]),
                 method="BFGS").x[0]
stuck_c = curvature(stuck, -B_MAX, 0.0) / (M * t)
assert abs(stuck) < 1e-12 and stuck_c < 0
print(f"gradient-only solver at {-B_MAX*mT:.0f} mT: phi = {abs(stuck):.1f} rad, "
      f"E''/(Mt) = {stuck_c*mT:.2f} mT")


# Softening of the followed minimum before the fold
def follow_to(B_end, theta):
    phi = theta
    for B in np.linspace(B_MAX, B_end, 401):
        phi, lost = relax(phi, B, theta)
        assert not lost
    return phi, curvature(phi, B_end, theta) / (M * t)


th20, fold = math.radians(20), results[20][0]
print("FOLLOWED MINIMUM at 20 deg: B (mT), phi (deg), E''/(Mt) (mT)")
for B in (-0.020, -0.030, -0.038, -0.040):
    phi, c = follow_to(B, th20)
    print(f"  {B*mT:.1f}  {math.degrees(phi):.2f}  {c*mT:.3f}")
ratio = follow_to(fold + 4e-6, th20)[1] / follow_to(fold + 1e-6, th20)[1]
assert abs(ratio - 2) < 0.04
print(f"E'' ratio at 4 and 1 uT from the fold: {ratio:.3f}")

# Limit angle for a jump, tested on both sides, and a reversible loop
limit = math.degrees(math.atan(B_K / B_b))
for degrees, expected in ((limit - 1.2, 1), (limit + 1.8, 0)):
    assert len(sweep(down[::5], math.radians(degrees))[1]) == expected
th35 = math.radians(35)
m_down, j_down = sweep(down, th35)
m_up, j_up = sweep(up, th35)
gap35 = np.max(np.abs(m_down[::-1] - m_up))
assert not j_down and not j_up and gap35 < 1e-9
print(f"jumps exist below {limit:.2f} deg; at 35 deg branches differ by < 1e-9")

# Global magnetization never decreases with field: this model, then random ones
for degrees in (0, 20, 35):
    th = math.radians(degrees)
    m = [math.cos(global_minimum(B, th) - th) for B in up[::50]]
    assert np.min(np.diff(m)) > -1e-10
rng = np.random.default_rng(4)
angles = np.linspace(0, 2 * math.pi, 1500, endpoint=False)
for _ in range(20):
    landscape = sum(rng.normal() * np.cos(n * angles + rng.uniform(0, 6.28))
                    for n in range(1, 7))
    m = [np.cos(angles[np.argmin(landscape - b * np.cos(angles))])
         for b in np.linspace(-8, 8, 200)]
    assert np.min(np.diff(m)) > -1e-10

# Thermal switching of a disc during a dwell at each field
T, dwell, attempt, diameter = 300.0, 1.0, 1e9, 60e-9
face = math.pi * diameter**2 / 4
KV = K * face * t
path = np.linspace(0, math.pi, 20001)


def barrier(B, start):
    e = energy(path, B, 0.0)
    return face * (e.max() - e[start])


for x in (0.2, 0.5, 0.8):
    assert abs(barrier(-B_b - x * B_K, 0) / (KV * (1 - x)**2) - 1) < 1e-5
needed = k_B * T * math.log(attempt * dwell / math.log(2))
hot1 = brentq(lambda B: barrier(B, 0) - needed, -B_b - B_K, -B_b)
hot2 = brentq(lambda B: barrier(B, -1) - needed, -B_b, -B_b + B_K)
hot_half = 0.5 * (hot2 - hot1)
assert abs(0.5 * (hot1 + hot2) + B_b) < 1e-7
assert abs(hot_half - B_K * (1 - math.sqrt(needed / KV))) < 1e-7
print("NEGLECTED EFFECTS (rough inputs)")
print(f"disc {diameter*1e9:.0f} nm, T = {T:.0f} K, dwell {dwell:.0f} s, "
      f"attempt rate {attempt:.0e} 1/s")
print(f"KV/(k_B T) = {KV/(k_B*T):.2f}, needed barrier {needed/(k_B*T):.2f} k_B T")
print(f"thermal loop: centre {0.5*(hot1+hot2)*mT:.3f} mT, "
      f"coercivity {hot_half*mT:.3f} mT")
wait = math.exp(KV / (k_B * T)) / attempt
print(f"mean dwell in a well at the centre field: {wait/86400:.0f} days")

# Antiferromagnet allowed to rotate by an angle alpha
K_AF, t_AF, grain = 5e5, 8e-9, 10e-9
kappa = K_AF * t_AF


def two_layer(phi, alpha, B):
    return (K * t * np.sin(phi)**2 + kappa * np.sin(alpha)**2
            - J * np.cos(phi - alpha) - M * t * B * np.cos(phi))


def softest(B, p, h=1e-3):
    def e(dp, da):
        return two_layer(p + dp, da, B) * 1e3
    pp = (e(h, 0) - 2 * e(0, 0) + e(-h, 0)) / h**2
    aa = (e(0, h) - 2 * e(0, 0) + e(0, -h)) / h**2
    pa = (e(h, h) - e(h, -h) - e(-h, h) + e(-h, -h)) / (4 * h**2)
    return np.linalg.eigvalsh([[pp, pa], [pa, aa]])[0]


soft1 = brentq(softest, -B_MAX, 0.0, args=(0.0,))
soft2 = brentq(softest, -B_MAX, 0.0, args=(math.pi,))
soft_centre, soft_half = 0.5 * (soft1 + soft2), 0.5 * (soft2 - soft1)
den = 4 * kappa**2 - J**2
assert abs(soft_centre + B_b * 4 * kappa**2 / den) < 1e-6
assert abs(soft_half - (B_K - 2 * kappa * J**2 / (den * M * t))) < 1e-6
# damped descent just past the instability: the antiferromagnet must return
phi, alpha, alpha_max = 0.01, 0.0, 0.0
for _ in range(30000):
    coupling = J * math.sin(phi - alpha)
    g_phi = (K * t * math.sin(2 * phi) + coupling
             + M * t * (soft1 - 0.002) * math.sin(phi))
    g_alpha = kappa * math.sin(2 * alpha) - coupling
    phi, alpha = phi - 100 * g_phi, alpha - 100 * g_alpha
    alpha_max = max(alpha_max, abs(alpha))
assert abs(phi - math.pi) < 1e-4 and abs(alpha) < 1e-4
print(f"K_AF = {K_AF/1e3:.0f} kJ/m^3, t_AF = {t_AF*1e9:.0f} nm, "
      f"kappa = {kappa*1e3:.2f} mJ/m^2")
print(f"rotating antiferromagnet: centre {soft_centre*mT:.3f} mT, "
      f"coercivity {soft_half*mT:.3f} mT")
print(f"largest antiferromagnet rotation {math.degrees(alpha_max):.2f} deg")


def two_layer_global_jump(alphas):
    p, a = np.meshgrid(np.linspace(0, 2 * math.pi, 181), alphas, indexing="ij")
    low, high = -B_MAX, 0.9 * B_MAX
    for _ in range(36):
        mid = 0.5 * (low + high)
        if np.cos(p.flat[np.argmin(two_layer(p, a, mid))]) > 0:
            high = mid
        else:
            low = mid
    return 0.5 * (low + high)


held = two_layer_global_jump(np.linspace(-math.pi / 2, math.pi / 2, 91))
free = two_layer_global_jump(np.linspace(0, 2 * math.pi, 181))
assert abs(held + B_b) < 1e-8 and abs(free) < 1e-8
print(f"global jump, antiferromagnet kept in its well: {held*mT:.3f} mT")
print(f"global jump, antiferromagnet also free: {abs(free)*mT:.3f} mT")
e_grain = kappa * np.sin(path)**2 + J * np.cos(path)
grain_barrier = math.pi * grain**2 / 4 * (e_grain.max() - e_grain[0])
expected = math.pi * grain**2 / 4 * kappa * (1 - J / (2 * kappa))**2
assert abs(grain_barrier / expected - 1) < 1e-6
print(f"barrier of a {grain*1e9:.0f} nm antiferromagnet grain: "
      f"{grain_barrier/(k_B*T):.1f} k_B T")


# Shape anisotropy of a slightly elliptic disc, from its edge charges
def edge_demag(a, b):
    """Demagnetizing factor along semi-axis a of an elliptic disc."""
    x, w = np.polynomial.legendre.leggauss(400)
    s, w = 0.5 * (x + 1), 0.5 * w
    psi = 2 * math.pi * s**2 * (3 - 2 * s)
    w = w * 12 * math.pi * s * (1 - s)
    c = np.linspace(0, 2 * math.pi, 200, endpoint=False)[:, None]
    middle = c + psi / 2
    rho = 2 * np.abs(np.sin(psi / 2)) * np.sqrt(
        (a * np.sin(middle))**2 + (b * np.cos(middle))**2)
    f = 2 * (t * np.arcsinh(t / rho) - np.sqrt(t**2 + rho**2) + rho)
    total = np.sum(np.cos(c) * np.cos(c + psi) * f * w) * 2 * math.pi / 200
    return b * total / (4 * math.pi**2 * a * t)


R = diameter / 2
x = np.linspace(1e-6, 4000, 400001)
y = x * t / R
N_axis = 2 * trapezoid(j1(x)**2 / x * (-np.expm1(-y)) / y, x)
N_plane = edge_demag(R, R)
assert abs(N_plane - (1 - N_axis) / 2) < 1e-4
a, b = R + 0.5e-9, R - 0.5e-9
B_shape = mu_0 * M * (edge_demag(b, a) - edge_demag(a, b))
assert B_shape > 0
print(f"in-plane demagnetizing factor {N_plane:.4f}, "
      f"field {mu_0*M*N_plane*mT:.1f} mT")
print(f"disc {2*a*1e9:.0f} x {2*b*1e9:.0f} nm: shape anisotropy field "
      f"{B_shape*mT:.2f} mT")
A_ex = 20e-12
wall = math.pi * math.sqrt(A_ex / K)
print(f"exchange stiffness {A_ex*1e12:.0f} pJ/m: wall width {wall*1e9:.0f} nm")

print("finished without a failed check")
```

It prints:

```
INPUTS (rough)
M = 1.40 MA/m, t = 4.0 nm
K = 14.0 kJ/m^3, J = 0.20 mJ/m^2
anisotropy field B_K = 20.000 mT
bias field B_b = 35.714 mT
LOOP, field at 0 deg
followed jumps: -55.714 mT (down), -15.714 mT (up)
followed centre -35.714 mT, coercivity 20.000 mT
global jump -35.714 mT, coercivity 0 by single-valuedness
m at down jump: 1.000 -> -1.000
m at up jump: -1.000 -> 1.000
loop area 0.4480 mJ/m^2, energy drops 0.4482 mJ/m^2
LOOP, field at 20 deg
followed jumps: -40.216 mT (down), -34.590 mT (up)
followed centre -37.403 mT, coercivity 2.813 mT
global jump -38.006 mT, coercivity 0 by single-valuedness
m at down jump: 0.174 -> -0.954
m at up jump: -0.810 -> 0.644
loop area 0.0447 mJ/m^2, energy drops 0.0449 mJ/m^2
collinear shift -28.42 kA/m, coercivity 15.92 kA/m
20 deg: followed centre minus global jump = 0.603 mT
gradient-only solver at -100 mT: phi = 0.0 rad, E''/(Mt) = -44.29 mT
FOLLOWED MINIMUM at 20 deg: B (mT), phi (deg), E''/(Mt) (mT)
  -20.0  -10.59  36.538
  -30.0  -21.43  25.412
  -38.0  -40.51  11.569
  -40.0  -54.74  3.421
E'' ratio at 4 and 1 uT from the fold: 2.008
jumps exist below 29.25 deg; at 35 deg branches differ by < 1e-9
NEGLECTED EFFECTS (rough inputs)
disc 60 nm, T = 300 K, dwell 1 s, attempt rate 1e+09 1/s
KV/(k_B T) = 38.23, needed barrier 21.09 k_B T
thermal loop: centre -35.714 mT, coercivity 5.145 mT
mean dwell in a well at the centre field: 463 days
K_AF = 500 kJ/m^3, t_AF = 8 nm, kappa = 4.00 mJ/m^2
rotating antiferromagnet: centre -35.737 mT, coercivity 19.107 mT
largest antiferromagnet rotation 1.43 deg
global jump, antiferromagnet kept in its well: -35.714 mT
global jump, antiferromagnet also free: 0.000 mT
barrier of a 10 nm antiferromagnet grain: 72.1 k_B T
in-plane demagnetizing factor 0.0763, field 134.3 mT
disc 61 x 59 nm: shape anisotropy field 6.10 mT
exchange stiffness 20 pJ/m: wall width 119 nm
finished without a failed check
```
